# Sommerfeld enhancement and inverse-root temperature law at an attractive Coulomb trap

## The number to explain

For an electron near a singly positive trap in silicon, the model below gives an effective Rydberg energy \(R=0.02875\) eV. At 300 K the thermal energy is \(kT=0.02585\) eV, almost as large. A low-energy formula might be expected to fail here. Yet the thermally averaged density of unbound electrons at the trap is 7.51 times the density far away, and the low-energy law gives 7.48, a difference of 0.4%.

Two facts explain this. At low energy the attraction raises the density at the trap as \(E^{-1/2}\), while the number of free states per unit energy rises as \(E^{1/2}\). The two factors cancel to a constant, which gives the law. The correction to the low-energy density equals the density factor at a repulsive charge of the same size, which slow electrons hardly reach. Its thermal average is exponentially small when \(kT\ll R\), and still small compared with the law at \(kT\approx R\).

## What is averaged

The trap is a fixed point charge \(+e\) in a medium of permittivity \(\varepsilon=\varepsilon_r\varepsilon_0\). The electron has an isotropic effective mass \(m\) and potential energy \(-e^2/(4\pi\varepsilon r)\). There is no screening or applied field. Define

\[
a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad
R=\frac{\hbar^2}{2ma^2},\qquad
E=\frac{\hbar^2k^2}{2m},\qquad
\eta=\frac1{ka}=\sqrt{\frac RE}.
\]

The enhancement \(S(E)\) is the density at the trap divided by the density of the incident plane wave. Only continuum electrons are counted, so \(S\) describes direct capture from the band. Electrons in the bound levels of the Coulomb well are excluded, although they too can be captured. If those levels were filled in equilibrium with the band, they would add about 55 times the far density at the trap at 300 K in the isotropic silicon example below (about 57 with valley anisotropy), more than the continuum does. About 51 of the 55 comes from the lowest level, the one most sensitive to the short-range potential of a real trap. Capture through these levels needs a separate model.

Near the origin a partial wave of angular momentum \(l\) varies as \(r^l\), so only \(l=0\) contributes at \(r=0\). Write the s wave as \(u(r)/r\). Multiplying the radial Schrödinger equation by \(-2m/\hbar^2\) gives

\[
u''+\left(k^2+\frac{2k\eta}{r}\right)u=0,\qquad u(0)=0,\quad u'(0)=1,
\]

because \((2m/\hbar^2)\,e^2/(4\pi\varepsilon)=2/a=2k\eta\).

Let the outer amplitude of this solution be \(A\). The s part of a unit plane wave is \(\sin(kr)/(kr)\), whose \(u\) has amplitude \(1/k\). Elastic scattering leaves the incoming flux and the outer amplitude unchanged and alters only the phase. The physical solution is therefore \(u\) multiplied by \(1/(kA)\), up to a phase. Since \(u/r\to1\) at the origin,

\[
S=\frac1{(kA)^2}.
\]

The task is to find \(A\).

## Solving the s wave

Set \(u=re^{ikr}f\). Differentiating twice,

\[
u''=e^{ikr}\left[rf''+2f'+2ik(f+rf')-k^2rf\right].
\]

The terms in \(k^2rf\) cancel in the wave equation, leaving

\[
rf''+(2+2ikr)f'+(2ik+2k\eta)f=0.
\]

Try the integral

\[
f=\frac1B\int_0^1w(t)e^{-2ikrt}\,dt,\qquad
w(t)=\left(\frac{1-t}{t}\right)^{i\eta}.
\]

Each derivative of \(f\) brings down a factor \(-2ikt\). The left side of the equation becomes

\[
\frac1B\int_0^1we^{-2ikrt}
\left[4k^2rt(1-t)+2ik(1-2t)+2k\eta\right]dt.
\]

To see that this vanishes, use \(w'/w=-i\eta/[t(1-t)]\):

\[
\frac{d}{dt}\left[t(1-t)we^{-2ikrt}\right]
=we^{-2ikrt}\left[1-2t-i\eta-2ikrt(1-t)\right].
\]

Multiplication by \(2ik\) reproduces the integrand. The integral therefore equals the difference of \(t(1-t)we^{-2ikrt}\) at the endpoints, which is zero because \(|w|=1\). The trial integral is a solution.

The condition \(u'(0)=1\) means \(f(0)=1\), so \(B\) is a beta integral:

\[
B=\int_0^1t^{-i\eta}(1-t)^{i\eta}dt
=\Gamma(1-i\eta)\Gamma(1+i\eta)
=\frac{\pi\eta}{\sinh\pi\eta}.
\]

The last step uses \(\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z\) with \(z=i\eta\). The complete solution is

\[
u=\frac rB\int_0^1
\left(\frac{1-t}{t}\right)^{i\eta}e^{ikr(1-2t)}dt.
\]

Replacing \(t\) by \(1-t\) changes the integrand into its complex conjugate, so \(u\) is real.

## The outer amplitude

At large \(kr\), bend the path of integration into the lower half of the complex \(t\) plane. There \(e^{-2ikrt}\) decays, and only the neighbourhoods of \(t=0\) and \(t=1\) survive. At \(t=0\), replace \((1-t)^{i\eta}\) by one:

\[
\int_0^\infty t^{-i\eta}e^{-2ikrt}dt
=\Gamma(1-i\eta)(2ikr)^{-1+i\eta}.
\]

The path of decay fixes \(i=e^{i\pi/2}\), hence

\[
(2ikr)^{-1+i\eta}
=(2kr)^{-1+i\eta}e^{-i\pi/2}e^{-\pi\eta/2}.
\]

The endpoint \(t=1\) gives the complex conjugate contribution to \(u\). Adding the two,

\[
u\to\frac{e^{-\pi\eta/2}|\Gamma(1-i\eta)|}{kB}
\sin\left[kr+\eta\ln(2kr)+\arg\Gamma(1-i\eta)\right].
\]

The logarithm records the long range of the Coulomb force and does not affect the amplitude. For real \(\eta\), \(|\Gamma(1-i\eta)|^2=B\). Therefore

\[
A=\frac{e^{-\pi\eta/2}}{k\sqrt B},\qquad
S=e^{\pi\eta}B=\frac{\pi\eta e^{\pi\eta}}{\sinh\pi\eta},
\]

and finally

\[
\boxed{S(E)=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad \eta=\sqrt{R/E}.}
\]

At high energy, expansion in \(\eta\) gives \(S=1+\pi\eta+\ldots\), so the enhancement disappears. At low energy the exponential is negligible and \(S\to2\pi\sqrt{R/E}\).

The derivation also covers a repulsive charge of equal size, for which \(\eta\) changes sign. With \(\eta\) still denoting the positive value,

\[
S_{\rm rep}=\frac{2\pi\eta}{e^{2\pi\eta}-1},\qquad
S-S_{\rm rep}=2\pi\eta.
\]

The correction to the attractive low-energy law is thus the density factor of the repulsive problem. It is exponentially small because a slow electron must tunnel to reach a repulsive centre.

## Thermal average

For non-degenerate electrons, let \(x=E/kT\) and \(\theta=R/kT\). The normalized Maxwell–Boltzmann energy weight is \((2/\sqrt\pi)\sqrt x\,e^{-x}\). Its factor \(\sqrt x\) comes from the free density of states. The leading term gives

\[
\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-x}
\,2\pi\sqrt{\frac\theta x}\,dx
=4\sqrt{\pi\theta}\int_0^\infty e^{-x}dx
=4\sqrt{\pi\theta}.
\]

Although \(S\) diverges at zero energy, its average is finite. Adding the average of \(S_{\rm rep}\),

\[
\boxed{\langle S\rangle=4\sqrt{\frac{\pi R}{kT}}\,[1+\delta(\theta)],\qquad
\delta=\int_0^\infty\frac{e^{-x}dx}{e^{2\pi\sqrt{\theta/x}}-1}.}
\]

At fixed \(m\) and \(\varepsilon\), the leading term varies as \(T^{-1/2}\). For a trap of charge \(+Ze\), \(R\) is multiplied by \(Z^2\), so the leading term is proportional to \(Z\).

The cancellation can also be read from the local density of states at the trap, per spin. The free value is \(mk/(2\pi^2\hbar^2)\). Multiplying by \(2\pi/(ka)\) gives

\[
\frac{m}{\pi\hbar^2a}=\frac1{2\pi Ra^3},
\]

which does not depend on energy. The bound s levels have density \(1/(\pi n^3a^3)\) at the trap and, for large \(n\), spacing \(2R/n^3\). Their quotient is the same constant, so the averaged local density of states passes smoothly through \(E=0\).

## Why the law survives at \(kT\approx R\)

A bound valid at every temperature follows from \(0<1/(e^y-1)<1/y\) for \(y>0\). With \(y=2\pi\sqrt{\theta/x}\),

\[
0<4\sqrt{\pi\theta}\,\delta
<4\sqrt{\pi\theta}\int_0^\infty
\frac{\sqrt x\,e^{-x}}{2\pi\sqrt\theta}dx=1.
\]

The last equality uses \(\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2\). The full average exceeds the law by less than one.

For large \(\theta\), the integrand of \(\delta\) is approximately \(e^{-\phi}\), with \(\phi=x+2\pi\sqrt\theta\,x^{-1/2}\). Setting \(\phi'=0\) gives

\[
x_0=(\pi^2\theta)^{1/3},\qquad
\phi(x_0)=3x_0,\qquad
\phi''(x_0)=\frac3{2x_0}.
\]

Replacing \(\phi\) by its quadratic expansion about \(x_0\) and doing the Gaussian integral gives

\[
\delta\simeq\sqrt{\frac{4\pi x_0}{3}}\,e^{-3x_0}.
\]

The error depends on \(kT/R\) mainly through the exponent \(3(\pi^2R/kT)^{1/3}\), which is already well above one when \(kT\approx R\). At 300 K, \(\theta=1.112\), so \(x_0=2.22\) and the estimate is \(3.05\,e^{-6.67}=0.39\%\). Numerical quadrature of the defining integral gives 0.42%. The factor \(\pi^2\) in \(x_0\) is what extends the law to temperatures where \(kT\) is close to \(R\).

The law does fail when \(\theta\ll1\). Averaging \(1+\pi\eta\) then gives \(\langle S\rangle\simeq1+2\sqrt{\pi\theta}\), which tends to one. At \(\theta=0.01\), numerical differentiation of the full average gives a local exponent \(d\ln\langle S\rangle/d\ln T=-0.16\), far from \(-0.5\).

## Silicon example

Consider electrons in the lightly doped silicon body of a planar charge-trap memory cell, near flat band and away from the inversion layer. The rough inputs are transverse and longitudinal masses \(m_t=0.19\,m_e\) and \(m_l=0.92\,m_e\), and \(\varepsilon_r=11.7\). They are held fixed with temperature.

An ellipsoidal valley must be mapped onto the isotropic model. Scaling each coordinate as \(r_i=\sqrt{m/m_i}\,r_i'\) makes the kinetic energy isotropic with mass \(m\). The attraction becomes \(-e^2g(v)/(4\pi\varepsilon r')\), where \(v\) is the cosine of the angle to the long axis and

\[
g(v)=\frac1{\sqrt m}\left[\frac{1-v^2}{m_t}+\frac{v^2}{m_l}\right]^{-1/2}.
\]

Choose \(m\) so that the angular mean of \(g\) is one:

\[
\sqrt m=\int_0^1\frac{dv}{\sqrt{(1-v^2)/m_t+v^2/m_l}}
=\frac{\arcsin\sqrt{1-m_t/m_l}}{\sqrt{1/m_t-1/m_l}}.
\]

With masses in units of \(m_e\), this gives \(m=0.2892\). The hydrogen values, 0.0529 nm and 13.606 eV, then scale to

\[
a=0.0529\,\frac{11.7}{0.2892}=2.14\ \text{nm},\qquad
R=13.606\,\frac{0.2892}{11.7^2}=0.0287\ \text{eV}.
\]

At 300 K, \(4\sqrt{\pi\times1.112}=7.48\). Quadrature of the full average gives:

| \(T\) (K) | \(\theta\) | Law | Full \(\langle S\rangle\) | Local exponent |
|---:|---:|---:|---:|---:|
| 200 | 1.668 | 9.16 | 9.17 | −0.496 |
| 300 | 1.112 | 7.48 | 7.51 | −0.491 |
| 400 | 0.834 | 6.47 | 6.52 | −0.486 |

From 200 to 400 K the full average falls by a factor \(9.172/6.523=1.406\), against \(\sqrt2=1.414\) for the law. The exponent is weaker than \(-1/2\) because the positive correction \(\delta\) grows on heating, and it weakens further because \(\delta\) grows at an increasing rate.

## Use in a capture model

Let \(c_0\) be the capture coefficient for unit density enhancement, in cm³/s. If capture happens at contact, directly from the band, and \(c_0\) does not depend on energy,

\[
c(T)=c_0(T)\langle S\rangle,\qquad
\tau_{\rm capture}=\frac1{n\,c(T)},
\]

where \(n\) is the free-electron density far from the trap. The coefficient follows \(T^{-1/2}\) only if \(c_0\) is also independent of temperature. A cross section defined by division by the mean thermal speed, which varies as \(T^{1/2}\), then follows \(T^{-1}\). A thermally activated lattice step in \(c_0\) can reverse either trend.

If the contact rate depends on energy, it belongs inside the average. For \(c_0(E)=C(E/E_0)^p\), with fixed \(C\) and \(E_0\) and \(p>-1\), the leading result is

\[
c(T)\simeq4C\sqrt{\frac{\pi R}{kT}}
\left(\frac{kT}{E_0}\right)^p\Gamma(1+p),
\]

because the remaining integral is \(\int_0^\infty x^pe^{-x}dx\). To this order, the temperature exponent is \(p-1/2\).

Three points matter in code:

- Evaluate the denominator of \(S\) with a function for \(e^z-1\) that is accurate at small \(z\), to avoid cancellation at high energy. For the average, note that \(S\) diverges at \(x=0\) while the product \(\sqrt x\,S\) stays finite, so start the quadrature just above zero or insert the limit \(2\pi\sqrt\theta\) of the product.
- Do not multiply by \(\langle S\rangle\) if \(c_0\) was fitted to capture by the charged trap, or computed with electron waves that already contain its Coulomb attraction. The enhancement would be counted twice.
- For identical traps at one temperature, \(\langle S\rangle\) rescales all capture times equally. It does not produce dispersive trapping. A spread of times needs another source, such as a distribution of \(c_0\), trap environments or release energies.

## Limits of the example

One sizeable correction comes from the finite size of the trap. Near the origin \(u\simeq r(1-r/a)\), so the density falls as \(1-2r/a\). Averaged over a sphere of radius \(b\) in the isotropic model, this is \(1-3b/(2a)\), or 0.79 for an assumed \(b=0.3\) nm. Numerical integration of the full s wave at \(E=kT\) gives 0.8055 at 300 K. Applied as a constant factor, it lowers the enhancement from 7.5 to about 6. Between 200 and 400 K this s-wave factor changes only from 0.8065 to 0.8045. Waves with \(l=1\) vanish at the centre but enter a finite core, where they add less than 0.01 to the factor. The temperature law is therefore hardly altered. These factors only illustrate the size of the effect: 0.3 nm is less than the lattice constant, where the effective mass and the bulk permittivity are not reliable. The unknown short-range potential of a real trap is not included and could change the prefactor further.

Valley anisotropy is a much smaller correction once \(m\) has been chosen as above. The non-spherical part of \(g\) has no matrix element between s waves, so its first-order effect vanishes. To size the rest, the Schrödinger equation with coupled waves \(l=0,2,4\) was diagonalized on a radial grid of step \(0.1a\) and radius \(60a\). The Boltzmann-weighted continuum density at the trap was compared with the isotropic result on the same grid, using a smooth cut at \(E=0\). The change was 0.01–0.02%. The isotropic grid result itself differs from the formula by up to 0.16%, so the safe reading is that anisotropy is negligible for the continuum density at the centre. It is not negligible for the bound levels: at 300 K the two lowest levels with density at the trap deepen from \(1.112\,kT\) and \(0.278\,kT\) to about \(1.147\,kT\) and \(0.325\,kT\).

The other conditions can be judged by ratios, which measure validity and are not percentage changes of \(\langle S\rangle\). The Coulomb radius at 300 K is \(r_C=e^2/(4\pi\varepsilon kT)=4.76\) nm.

- **Screening:** for \(n=10^{15}\) cm⁻³ the Debye length is 129 nm. The potential shift at the trap, divided by \(kT\), is \(4.76/129=0.037\).
- **Oxide interface:** for a trap 20 nm below an oxide with \(\varepsilon_r=3.9\), the image charge has relative strength \((11.7-3.9)/(11.7+3.9)=0.5\). The magnitude of the electron's potential energy from this image at the trap, divided by \(kT\), is \(0.5\times4.76/40=0.060\).
- **Scattering:** a rough mobility of 1000 cm²/Vs gives a mean free path of 34 nm, using the conductivity mass \(3/(2/m_t+1/m_l)\) and the root-mean-square thermal speed. Then \(r_C\) is 0.14 of the free path.
- **Degeneracy:** \(n\) is about \(4\times10^{-5}\) of the effective density of states of the six valleys.
- **Field:** the energy drop \(eFr_C\) is \(0.018\,kT\) at 0.001 MV/cm, but \(9.2\,kT\) at 0.5 MV/cm. The field also lowers the Coulomb barrier on one side of the trap by \(2\sqrt{eFr_C\,kT}\), the maximum of \(-r_CkT/r-eFr\) measured down from zero. This is \(0.27\,kT\) already at 0.001 MV/cm. Judged by their zero-field energies, the levels with \(n\ge3\) then lie above the barrier and are no longer truly bound, while the \(n=2\) level, \(0.278\,kT\) below the band edge in the isotropic model and about \(0.33\,kT\) with valley anisotropy, lies only slightly below the barrier top. Filled in equilibrium, the levels with \(n\ge3\) alone would add about 1.4 times the far density at the trap, so even at this field the division into bound and unbound electrons is only approximate.

The field estimates show why the parameters suit only a lightly doped silicon body near flat band. With a doping of \(10^{15}\) cm⁻³, a band bending of 0.6 V already gives a peak depletion field of 0.014 MV/cm, for which \(eFr_C=0.25\,kT\) and the barrier is lowered by about \(kT\). A field of 0.5 MV/cm belongs to heavily doped silicon or to the layer of carriers close to the interface. There the applied field is no longer a small disturbance, and the value 7.5 should not be used; the present model does not supply its replacement. Nor should the silicon value be carried into the amorphous storage layer. There \(m\), \(\varepsilon\) and the free path must be reassessed, and if the free path is shorter than \(r_C\), the collision-free wave used here is not justified. Transport towards the trap must then be included as well when capture is fast enough to deplete the electrons around it.
